\section*{The MacDonald–Vosko exchange factor for the relativistic electron gas}

\section{Definitions and conventions}

Hartree atomic units are used, so that $c\approx137.036$. A uniform, unpolarised electron gas of density $n$ fills the positive-energy Dirac plane waves up to the Fermi momentum $k_F=(3\pi^2n)^{1/3}$. A uniform background makes it neutral. Define
\begin{equation}
\beta=\frac{k_F}{c},\quad \eta=\sqrt{1+\beta^2},\quad X=\operatorname{arsinh}\beta,\quad G=\beta\eta-X,\quad F=\frac{G}{\beta^2}.
\end{equation}
Thus $\beta=\sinh X$ and $\eta=\cosh X$. The exchange factor $\Phi$ multiplies the nonrelativistic exchange energy per volume:
\begin{equation}
e_x=-\frac{k_F^4}{4\pi^3}\,\Phi(\beta).
\label{def}
\end{equation}
In Coulomb gauge $\Phi=\Phi_L+\Phi_T$. The longitudinal part $\Phi_L$ comes from the instantaneous Coulomb interaction, the transverse part $\Phi_T$ from the exchange of transverse photons.

\section{Theorem}

\paragraph{Assumptions.} (i) The energy is taken to first order in the Coulomb interaction and second order in the coupling to transverse photons, which is the same order in the squared charge. (ii) Only terms quadratic in the occupation $f$ of the Fermi sea are kept. Terms linear in $f$ are vacuum self-energies of single electrons. Their Coulomb and transverse parts together amount to a mass shift, which is absorbed in the physical mass. Neither part alone is such a shift, so $\Phi_L$ is defined by leaving the linear terms out; terms without $f$ belong to the vacuum. (iii) Retardation of the transverse interaction is kept.

\paragraph{Theorem.} Under these assumptions
\begin{align}
\Phi&=1-\tfrac32F^2,\label{total}\\
\Phi_L&=\frac56+\frac1{3\beta^2}+\frac{2\eta X}{3\beta}-\frac{2\eta^4\ln\eta}{3\beta^4}-\frac{F^2}{2}.\label{long}
\end{align}
For small $\beta$, $\Phi=1-\frac23\beta^2+O(\beta^4)$ and $\Phi_L=1-\frac19\beta^2+O(\beta^4)$. For $\beta\to\infty$, $\Phi\to-\frac12$ and $\Phi_L\to\frac13+\frac23\ln2$. The limit $-\frac12$ thus belongs to the total factor and not to its longitudinal part.

\section{Lemma 1: the exchange energy of occupied pairs}

Let $u,u'$ be normalised spinors with momenta $\mathbf k,\mathbf k'$ and energies $E,E'$. Put $\mathbf q=\mathbf k-\mathbf k'$ and $\omega=E-E'$. Then
\begin{equation}
e_x=-\frac{4\pi}{2}\int\!\!\int\frac{d^3k\,d^3k'}{(2\pi)^6}\left[\frac{W}{q^2}-\frac{T}{q^2-\omega^2/c^2}\right],
\label{pair}
\end{equation}
where both momenta lie in the Fermi sphere, $W=\sum|u^\dagger u'|^2$, $T=\sum|u^\dagger\boldsymbol\alpha_\perp u'|^2$, the sums run over both spins, and $\boldsymbol\alpha_\perp$ is the part of $\boldsymbol\alpha$ perpendicular to $\mathbf q$.

\paragraph{Proof.} The $W$ term is the Fock exchange energy with the Coulomb matrix element $4\pi/(Vq^2)$ in a volume $V$. The factor $\frac12$ corrects for counting each pair twice.

For the transverse term, an electron in state $a$ emits a photon of energy $\Omega=cq$, goes to an empty state $b$, and reabsorbs the photon. With occupations $n_a$ and squared coupling $g^2$, second-order perturbation theory gives
\begin{equation}
\Delta E=\sum_{ab}n_a(1-n_b)\frac{g^2}{E_a-E_b-\Omega}.
\end{equation}
Write $n_a=s_a+f_a$, where $s_a$ is the filled negative-energy sea. The part quadratic in $f$ is $-\sum f_af_b\,g^2/(E_a-E_b-\Omega)$. Averaging over the exchange of $a$ and $b$, with $\omega=E_a-E_b$, uses
\begin{equation}
\frac1{\omega-\Omega}+\frac1{-\omega-\Omega}=-\frac{2\Omega}{\Omega^2-\omega^2},
\end{equation}
so this part equals $+\frac12\sum f_af_b\,2\Omega g^2/(\Omega^2-\omega^2)$. The coupling is $\boldsymbol\alpha\cdot\mathbf A$, and a photon mode has amplitude $\sqrt{2\pi c^2/(\Omega V)}$. Summed over the two polarisations, $g^2=2\pi c^2|u^\dagger\boldsymbol\alpha_\perp u'|^2/(\Omega V)$. Each ordered pair therefore contributes
\begin{equation}
+\frac12\,\frac{4\pi}{V}\,\frac{|u^\dagger\boldsymbol\alpha_\perp u'|^2}{q^2-\omega^2/c^2}.
\end{equation}
Replacing each momentum sum by $V\int d^3k/(2\pi)^3$ and dividing by $V$ gives (\ref{pair}). The direct terms vanish: the background cancels the mean charge, and the gas carries no mean current. $\square$

The opposite signs have a simple meaning. Coulomb exchange lowers the energy because antisymmetry keeps electrons with overlapping spinors apart; at low density these are the electrons of like spin. The transverse term raises it because a filled state $b$ blocks a virtual emission that would have lowered the energy of $a$.

From here on momenta are measured in units of $c$ and energies in units of $c^2$, so that $E=\sqrt{1+k^2}$ and the Fermi momentum is $\beta$. Let $D=q^2-\omega^2$ and $S=W/q^2-T/D$. The six powers of momentum in the measure and the two in the denominator leave $c^4$ in front of (\ref{pair}). Since $k_F^4=c^4\beta^4$ and $\frac{4\pi}{2(2\pi)^6}=\frac1{32\pi^5}$, comparison with (\ref{def}) gives
\begin{equation}
\beta^4\Phi=\frac1{8\pi^2}\int\!\!\int d^3k\,d^3k'\,S .
\label{norm}
\end{equation}

\section{Lemma 2: spin sums}

\begin{equation}
W=\frac{(E+E')^2-q^2}{2EE'},\qquad S=\frac1{EE'}\left(\frac2D-1\right).
\label{spin}
\end{equation}

\paragraph{Proof.} Let $B$ be the Dirac mass matrix. The spin sum of $uu^\dagger$ is the projector $\Lambda=\frac12[1+(\boldsymbol\alpha\cdot\mathbf k+B)/E]$. Since $\operatorname{Tr}\alpha_i\alpha_j=4\delta_{ij}$, $\operatorname{Tr}B^2=4$ and $\operatorname{Tr}\alpha_iB=0$,
\begin{equation}
W=\operatorname{Tr}\Lambda\Lambda'=1+\frac{\mathbf k\cdot\mathbf k'+1}{EE'}.
\end{equation}
Inserting $\mathbf k\cdot\mathbf k'+1=\frac12(E^2+E'^2-q^2)$ gives the first formula.

For the full current sum use $\sum_i\alpha_i\alpha_i=3$, $\sum_i\alpha_i\alpha_j\alpha_i=-\alpha_j$ and $\sum_i\alpha_iB\alpha_i=-3B$:
\begin{equation}
A=\sum_i\operatorname{Tr}\Lambda\alpha_i\Lambda'\alpha_i=3-\frac{\mathbf k\cdot\mathbf k'+3}{EE'}.
\end{equation}
Subtracting the Dirac equations of the two spinors gives current conservation, $u^\dagger\boldsymbol\alpha\cdot\mathbf q\,u'=\omega\,u^\dagger u'$. The part of $A$ along $\mathbf q$ is therefore $\omega^2W/q^2$, and $T=A-\omega^2W/q^2$. Hence
\begin{equation}
S=\frac W{q^2}\left(1+\frac{\omega^2}{D}\right)-\frac AD=\frac{W-A}{D},
\end{equation}
because $D+\omega^2=q^2$. Expanding $D$ gives $D=2(EE'-\mathbf k\cdot\mathbf k'-1)$, so
\begin{equation}
W-A=\frac{4-2(EE'-\mathbf k\cdot\mathbf k')}{EE'}=\frac{2-D}{EE'},
\end{equation}
which is the second formula. $\square$

The Cauchy–Schwarz inequality for the vectors $(1,\mathbf k)$ and $(1,\mathbf k')$ gives $EE'\ge1+\mathbf k\cdot\mathbf k'$, with equality only for $\mathbf k=\mathbf k'$. Thus $D>0$ for distinct momenta, and no real photon can be emitted.

\section{Proof of the total factor}

Insert (\ref{spin}) in (\ref{norm}). The term $-1$ factorises. From $G'=\eta+\beta^2/\eta-1/\eta=2\beta^2/\eta$ it follows that
\begin{equation}
\int\frac{d^3k}{E}=4\pi\int_0^\beta\frac{k^2dk}{E}=2\pi G ,
\label{measure}
\end{equation}
so this term contributes $-(2\pi G)^2/(8\pi^2)=-\frac12G^2$.

For the term $2/D$ put $k=\sinh\chi$ and $k'=\sinh\chi'$. Then $d^3k/E=\sinh^2\!\chi\,d\chi\,d\Omega_k$, and with $x$ the cosine of the angle between the momenta, $D/2=a-bx$, where $a=\cosh\chi\cosh\chi'-1$ and $b=\sinh\chi\sinh\chi'$. The other angles give $8\pi^2$, which cancels the prefactor. Next, $\int_{-1}^1dx/(a-bx)=b^{-1}\ln[(a+b)/(a-b)]$ with $a\pm b=\cosh(\chi\pm\chi')-1=2\sinh^2\frac{\chi\pm\chi'}2$. The contribution is
\begin{equation}
I(X)=2\int_0^X\!\!\int_0^X\sinh\chi\sinh\chi'\,\ln\left|\frac{\sinh\frac{\chi+\chi'}2}{\sinh\frac{\chi-\chi'}2}\right|d\chi\,d\chi'.
\end{equation}
Both upper limits depend on $X$ and contribute equally, so
\begin{equation}
I'(X)=4\sinh X\int_0^X\sinh\chi\;\lambda(\chi)\,d\chi,\qquad \lambda=\ln\frac{\sinh\frac{X+\chi}2}{\sinh\frac{X-\chi}2}.
\end{equation}
Here $\lambda(0)=0$ and
\begin{equation}
\lambda'=\frac12\left[\coth\tfrac{X+\chi}2+\coth\tfrac{X-\chi}2\right]=\frac{\sinh X}{\cosh X-\cosh\chi}.
\end{equation}
Integrate by parts with $\cosh\chi-\cosh X$ as the antiderivative of $\sinh\chi$. It vanishes at $\chi=X$ and suppresses the logarithm there, so there is no boundary term. The remaining integrand is the constant $\sinh X$, and the integral is $X\sinh X$. Therefore $I'=4X\sinh^2X=2X(\cosh2X-1)$, and with $I(0)=0$
\begin{equation}
I=X\sinh2X-\sinh^2X-X^2=2X\beta\eta-\beta^2-X^2.
\label{I}
\end{equation}
Since $G^2=\beta^2+\beta^4-2X\beta\eta+X^2$, this is $I=\beta^4-G^2$. Adding the two contributions gives $\beta^4\Phi=\beta^4-\frac32G^2$, which is (\ref{total}). $\square$

\section{Proof of the longitudinal factor}

Lemma 2 splits the Coulomb term:
\begin{equation}
\frac W{q^2}=\frac{(E+E')^2}{2EE'q^2}-\frac1{2EE'}.
\label{split}
\end{equation}
By (\ref{measure}) the last term contributes $-\frac14G^2$ to $\beta^4\Phi_L$. In the first, the angular integral is $\int_{-1}^1dx/q^2=\ell/(kk')$ with $\ell=\ln|(k+k')/(k-k')|$. Because $(E+E')^2/(2EE')=1+\frac12(E/E'+E'/E)$ and the domain is symmetric, the first term contributes $N+M$ with
\begin{equation}
N=\int_0^\beta\!\!\int_0^\beta kk'\ell\,dk\,dk',\qquad M=\int_0^\beta\!\!\int_0^\beta kk'\frac E{E'}\,\ell\,dk\,dk'.
\end{equation}

Let $L=\ln[(\beta+k)/(\beta-k)]$, for which $dL/dk=2\beta/(\beta^2-k^2)$. Integration by parts with $(k^2-\beta^2)/2$ gives $\int_0^\beta kL\,dk=\beta^2$. Thus $N'=2\beta\cdot\beta^2$ and $N=\beta^4/2$.

The derivative of $M$ has one term from each upper limit:
\begin{equation}
M'=\frac\beta\eta\int_0^\beta kE\,L\,dk+\beta\eta\int_0^\beta\frac kE\,L\,dk .
\end{equation}
Set $P=\int_0^\beta dk/(\eta+E)$. Use $(E^3-\eta^3)/3$ and $E-\eta$ as antiderivatives of $kE$ and $k/E$, and $\beta^2-k^2=(\eta-E)(\eta+E)$:
\begin{align}
\int_0^\beta\frac kE\,L\,dk&=2\beta P,\\
\int_0^\beta kE\,L\,dk&=\frac{2\beta}3\int_0^\beta\frac{\eta^2+\eta E+E^2}{\eta+E}\,dk=\frac{2\beta}3\left[\frac{\beta\eta+X}2+\eta^2P\right].
\end{align}
The last step writes the fraction as $E+\eta^2/(\eta+E)$ and uses $\int_0^\beta E\,dk=\frac12(\beta\eta+X)$.

To find $P$, put $k=\sinh t$. Then $P=\int_0^X\frac{\cosh t\,dt}{\eta+\cosh t}=X-\eta\int_0^X\frac{dt}{\eta+\cosh t}$. The last integrand is the derivative of $\frac1{\sinh X}\ln\left[\cosh\frac{X+t}2/\cosh\frac{X-t}2\right]$, so $P=X-(\eta/\beta)\ln\eta$. Collecting terms,
\begin{equation}
M'=\frac{\beta^3}3+\frac{\beta^2X}{3\eta}+\frac83\beta^2\eta X-\frac83\beta\eta^2\ln\eta .
\end{equation}

The four terms are integrated from zero. The first gives $\beta^4/12$. For the second, $\int\beta^2X\,d\beta/\eta=\int_0^Xt\sinh^2t\,dt=I(X)/4$. For the third,
\begin{equation}
\int_0^Xt\sinh^2t\cosh^2t\,dt=\frac1{16}\int_0^{2X}s\sinh^2s\,ds=\frac{I(2X)}{64},
\end{equation}
and (\ref{I}) gives $I(2X)=8X\beta\eta(1+2\beta^2)-4\beta^2\eta^2-4X^2$. For the fourth, $\beta\,d\beta=\eta\,d\eta$ and $\int_1^\eta y^3\ln y\,dy=\frac14\eta^4\ln\eta-\frac1{16}(\eta^4-1)$. Hence
\begin{align}
M={}&\frac{\beta^4}{12}+\frac{2X\beta\eta-\beta^2-X^2}{12}+\frac{2X\beta\eta(1+2\beta^2)-\beta^2\eta^2-X^2}6\nonumber\\
&-\frac23\eta^4\ln\eta+\frac{2\beta^2+\beta^4}6\nonumber\\
={}&\frac{\beta^4+\beta^2}{12}+\left(\frac12+\frac{2\beta^2}3\right)X\beta\eta-\frac{X^2}4-\frac23\eta^4\ln\eta .
\end{align}
Now $\beta^4\Phi_L=\frac12\beta^4+M-\frac14G^2$. Write $-\frac14G^2=-\frac12G^2+\frac14(\beta^2+\beta^4-2X\beta\eta+X^2)$. The terms in $X^2$ and $\frac12X\beta\eta$ cancel. The coefficient of $\beta^4$ becomes $\frac12+\frac1{12}+\frac14=\frac56$, and that of $\beta^2$ becomes $\frac1{12}+\frac14=\frac13$. Division by $\beta^4$ gives (\ref{long}). $\square$

\section{Limits and sign}

\paragraph{Low density.} From $G'=2\beta^2-\beta^4+\dots$ follows $G=\frac23\beta^3-\frac15\beta^5+\dots$, so
\begin{equation}
\Phi=1-\frac23\beta^2+\frac25\beta^4+\dots
\end{equation}
In (\ref{long}) use $\eta X/\beta=1+\frac13\beta^2+\dots$ and $\eta^4\ln\eta=\frac12\beta^2+\frac34\beta^4+\frac16\beta^6+\dots$. The terms in $\beta^{-2}$ cancel, the constants give $\frac56+\frac23-\frac12=1$, and the coefficient of $\beta^2$ is $\frac29-\frac19-\frac29=-\frac19$. By subtraction $\Phi_T=-\frac59\beta^2+\dots$, five sixths of the leading correction.

The value $-\frac19$ can be read from (\ref{split}). There $(E+E')^2/(2EE')=2+(E-E')^2/(2EE')$ differs from 2 only at fourth order in momentum. At order $\beta^2$ the whole change is the term $-1/(2EE')$, which is a contact interaction at this order, and $-\frac14G^2/\beta^4\to-\frac19\beta^2$.

\paragraph{High density.} Here $X=\ln2\beta+O(\beta^{-2})$, hence $F\to1$ and $\Phi\to1-\frac32=-\frac12$. In (\ref{long}) the two growing logarithms combine to $\frac23(\ln2\beta-\ln\beta)$, so $\Phi_L\to\frac56+\frac23\ln2-\frac12\approx0.795$ and $\Phi_T\to-\frac56-\frac23\ln2\approx-1.295$. The Coulomb part stays attractive; the transverse part outweighs it.

\paragraph{Sign change.} One finds $\beta^3F'=\beta G'-2G=2(X-\beta/\eta)$. This is positive, since $X$ and $\beta/\eta$ both start at zero and have slopes $1/\eta$ and $1/\eta^3$. So $F$ rises from 0 to 1, and $\Phi$ falls steadily and vanishes once, at $F^2=\frac23$. Numerically this is $\beta\approx2.533$, or $n\approx1.41\times10^6$ bohr$^{-3}$.

\section{Corollary: the exchange potential}

The local potential is $v_x=de_x/dn$. With $n=c^3\beta^3/(3\pi^2)$ and $e_x=-c^4\beta^4\Phi/(4\pi^3)$,
\begin{equation}
v_x=-\frac{k_F}\pi\,\frac1{4\beta^3}\frac{d(\beta^4\Phi)}{d\beta}
=-\frac{k_F}\pi\left[-\frac12+\frac{3X}{2\beta\eta}\right],
\end{equation}
because $d(\beta^4\Phi)/d\beta=4\beta^3-6\beta^2G/\eta$. The bracket starts as $1-\beta^2$ and vanishes at $\beta\approx1.946$. It is not $\Phi$; a self-consistent calculation that multiplied the potential by $\Phi$ would not minimise its own energy.

\section{Worked examples}

\paragraph{Uniform gas.} Take $n=10^4$ bohr$^{-3}$. Then $k_F=66.651$ bohr$^{-1}$, $\beta=66.651/137.036=0.4864$, $\eta=1.1120$, $X=0.4690$ and $F=0.3038$. The total factor is $\Phi=1-1.5\times0.3038^2=0.8616$, made up of $\Phi_L=0.9772$ and $\Phi_T=-0.1156$. Dividing (\ref{def}) by $n$ gives the energy per electron, $-3k_F\Phi/(4\pi)$:
\begin{equation}
-15.9118\times0.861583=-13.709\ \text{hartree}.
\end{equation}
The Coulomb part is $-15.549$ and the transverse part $+1.839$ hartree. The leading expansion gives $\Phi\approx0.8423$, too low by 0.019. The potential falls further than the energy, from $-21.216$ to $-16.987$ hartree, a factor of 0.8007.

\paragraph{A local application.} Let $n(r)=(2Z^3/\pi)e^{-2Zr}$, the nonrelativistic hydrogen-like $1s^2$ density, with $Z=80$. At the nucleus $\beta=(6\pi)^{1/3}Z/c=1.554$. Integrating (\ref{def}) with the local $\beta(r)$ gives exchange energies of $-42.89$ hartree for $\Phi=1$, $-40.73$ for $\Phi_L$ and $-29.52$ for the full factor. The reduction is 31 per cent of the nonrelativistic LDA value; 2.16 hartree of it is longitudinal and 11.21 transverse.

With $1-\frac23\beta^2$ in place of $\Phi$ the result is $-22.44$ hartree, so the truncated series overstates the correction by about half. The direction of this error is general: $G'<2\beta^2$ gives $F<\frac23\beta$, and therefore $\Phi>1-\frac23\beta^2$ for every $\beta>0$.

These figures show the effect of the factor at fixed density. They leave out the relativistic contraction of the orbital, correlation and gradient corrections, and they are not estimates of the true relativistic exchange of such an ion. The density falls by about half over a distance $1/k_F$ from the nucleus, and the local approximation fails for the correction. For a $1s^2$ shell the two spinors have no overlap density, so the Coulomb exchange is exactly minus half the Hartree energy, $-5Z/8=-50.00$ hartree for this density; at fixed density there is no longitudinal correction, and the 2.16 hartree is an artefact of the local approximation. The exact transverse exchange of the shell is $Z^3/(4c^2)=6.82$ hartree at leading order, a reduction of 14 per cent rather than 31. At low $Z$ the local transverse value tends to $5Z^3/(8c^2)$, which is $5/2$ times the exact one. With the Dirac $1s$ density at $Z=80$ the local and exact transverse energies are 16.9 and 7.69 hartree.

\section{Remark on use in self-consistent calculations}

The factor must match the interaction in the rest of the energy functional. If electrons in positive-energy states interact through the Coulomb repulsion alone and vacuum terms are left out, the consistent choice is $\Phi_L$; the full $\Phi$ also contains transverse exchange, which must not then be added a second time as a separate correction. Consistency does not imply accuracy for atoms: in the $1s^2$ example $\Phi_L$ moves the local value away from the exact Coulomb exchange. Spin polarisation and net currents lie outside the theorem, since both spin states were filled equally and the mean current was zero. The numerical output compares both closed forms with direct integration over the Fermi spheres for $\beta$ from 0.1 to 10.

\section*{Numbers as computed}
\begin{verbatim}
Fermi-sphere integration with Dirac spinors vs closed forms
beta | Coulomb num, formula | total num, formula (dimensionless)
  0.1 | 0.998896 0.998896 | 0.993373 0.993373
  0.5 | 0.976056 0.976056 | 0.854713 0.854713
  1.0 | 0.931478 0.931478 | 0.574122 0.574122
  3.0 | 0.837690 0.837690 | -0.088966 -0.088966
 10.0 | 0.800839 0.800839 | -0.425953 -0.425953
Blocking energy / g^2, diagonalized: 2.19780
Blocking energy / g^2, formula:      2.19780 (model energy units)
Series coefficients of beta^0, beta^2, beta^4, beta^6:
  total:      1, -2/3, 2/5, -48/175
  Coulomb:    1, -1/9, 13/180, -163/3150
  transverse: 0, -5/9, 59/180, -701/3150
beta^2 coefficient from integration: total -0.6667, Coulomb -0.1111
Factors at beta = 1e5: total -0.500000, Coulomb 0.795431, transverse -1.295431
1/3 + (2/3) ln 2 = 0.795431
Total factor vanishes at beta = 2.5332, n = 1.4129e+06 bohr^-3
Potential factor vanishes at beta = 1.9460
Speed of light: 137.035999 a.u.
Gas: n = 1.0e+04 bohr^-3, kF = 66.6511 bohr^-1, beta = 0.48638
  eta = 1.112008, X = 0.468993, F = 0.303773
  factors: total 0.861583, Coulomb 0.977176, transverse -0.115593
  leading expansions: total 0.842292, Coulomb 0.973715
  nonrelativistic exchange per electron: -15.9118 hartree
  Coulomb part: -15.5486 hartree
  transverse part: 1.8393 hartree
  total: -13.7093 hartree
  potential: nonrel. -21.2157, factor 0.800701, rel. -16.9874 hartree
1s^2 density, Z = 80: beta at nucleus = 1.5537
  nonrelativistic LDA exchange: -42.8860 hartree
  with Coulomb factor: -40.7291 hartree
  with total factor: -29.5217 hartree
  with 1 - 2 beta^2/3 only: -22.4375 hartree
  changes: Coulomb 2.1569, transverse 11.2075, total 13.3643 hartree
  relative total change: -31.162 percent
\end{verbatim}
